# Extracting Quantum Capacitance in Series with an Oxide, and Its Error

## Question

I am stuck on an exercise about a transistor gate. The oxide and the channel act as two capacitors in series, and I am to extract the "quantum capacitance" of the channel from the total capacitance and the oxide capacitance. Then I should show that a one percent error in the total grows to about eight percent, "for 25 and 3.45 microfarads per square centimetre".

I took 25 as the total and 3.45 as the oxide and got

$$\frac{25\times3.45}{3.45-25}\approx-4.0,$$

which makes no sense to me. I also don't see where a factor of eight could come from. The formula is a product divided by a difference, and the total appears in both places. Do I add the two relative errors, or combine them as a root of squares? And why does an electron layer have a capacitance of its own, when it is one plate of the capacitor?

## Answer

The negative result comes from the assignment of the numbers. A series total is smaller than either member, so 25 cannot be the total when the oxide has 3.45. The 25 is the quantum capacitance $C_q$, the 3.45 is the oxide capacitance $C_{ox}$, and the total $C$ has to be worked out from them. I start with your last question, because it gives the series law.

### Why the channel has a capacitance

I use atomic units in the algebra, so the elementary charge is 1 and a voltage equals an energy per electron. All capacitances are per unit area. The channel is taken as a sheet of negligible thickness holding $n$ electrons per area; the gate is an ideal metal holding the opposite charge $+n$. There are no traps, no leakage and no series resistance.

A voltmeter between gate and channel reads the difference of their electrochemical potentials, not the electrostatic potential difference alone. For the channel, the electrochemical potential is the energy of the band edge plus the filling energy $\mu(n)$, measured from that edge. A positive gate lowers the energy of electrons in the gate, so

$$V=\text{const}+(\phi_{gate}-\phi_{channel})+\mu(n).$$

The constant holds the work functions and does not depend on $n$. The bracket is the voltage across the oxide. By Gauss's law the field in an oxide of relative permittivity $\varepsilon$ is $4\pi n/\varepsilon$, and over the thickness $t$ it gives the drop

$$\phi_{gate}-\phi_{channel}=\frac{4\pi t}{\varepsilon}\,n=\frac{n}{C_{ox}},\qquad C_{ox}=\frac{\varepsilon}{4\pi t}.$$

A small alternating voltage measures the differential capacitance $C=dn/dV$, not the ratio $n/V$. Differentiating $V$ with respect to $n$ gives

$$\frac1C=\frac{dV}{dn}=\frac1{C_{ox}}+\frac{d\mu}{dn}=\frac1{C_{ox}}+\frac1{C_q},\qquad C_q=\frac{dn}{d\mu}.$$

So the channel is indeed a plate, but a plate with few states per energy. Each added electron must go into a higher level, and the gate voltage has to pay for that as well as for the field. A plate with an infinite density of states would have $1/C_q=0$, and the oxide alone would remain.

### Where a value near 25 comes from

Take one parabolic subband with in-plane mass $m$, two spins and $g_v$ equivalent valleys. Plane waves in a large periodic box have density $1/(2\pi)^2$ per area in wavevector space. At zero temperature they fill a disc of radius $k_F$:

$$n=2g_v\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{g_vk_F^2}{2\pi}.$$

With $\mu=k_F^2/(2m)$, that is $k_F^2=2m\mu$, this becomes

$$n=D\mu,\qquad D=\frac{g_vm}{\pi},\qquad C_q=\frac{dn}{d\mu}=D.$$

For the two lowest valleys of a silicon (100) channel, with a rough mass of 0.19 electron masses, the formula gives $C_q=25.4$ µF/cm². The exercise's 25 therefore fits such a channel. It corresponds to $1.56\times10^{14}$ states per eV and cm². The 3.45 fits an oxide as capacitive as 1 nm of silicon dioxide, for which the plate formula gives 3.453 µF/cm². One says that the equivalent oxide thickness is 1 nm.

At temperature $T$ the levels are filled according to the Fermi function:

$$n=\int_0^\infty\frac{D\,dE}{1+e^{(E-\mu)/kT}}=D\,kT\ln\!\left(1+e^{\mu/kT}\right),$$

$$C_q=\frac{dn}{d\mu}=\frac{D}{1+e^{-\mu/kT}}.$$

To express this by the density, write $E_F=n/D$ for the Fermi energy at zero temperature. The first line says $1+e^{\mu/kT}=e^{E_F/kT}$. Since $1/(1+e^{-\mu/kT})=e^{\mu/kT}/(1+e^{\mu/kT})$,

$$C_q=D\,\frac{e^{E_F/kT}-1}{e^{E_F/kT}}=D\left(1-e^{-E_F/kT}\right).$$

For $E_F\gg kT$ this returns $D$. For $E_F\ll kT$ it becomes $DE_F/kT=n/kT$, which is small at low density.

### Extraction

Solve the series law for the unknown:

$$\frac1{C_q}=\frac1C-\frac1{C_{ox}}=\frac{C_{ox}-C}{C\,C_{ox}}
\quad\Longrightarrow\quad
C_q=\frac{C\,C_{ox}}{C_{ox}-C}.$$

A positive, finite $C_q$ requires $0<C<C_{ox}$. Your first attempt broke this condition, hence the negative sign.

With the numbers in their proper places, in µF/cm²,

$$C=\frac{25\times3.45}{25+3.45}=\frac{86.25}{28.45}=3.0316.$$

This is the value that an ideal measurement would return. The way back is

$$C_q=\frac{3.0316\times3.45}{3.45-3.0316}=\frac{10.459}{0.4184}=25.0.$$

The denominator shows the difficulty. Two numbers near 3 are subtracted to leave 0.42, and all information about the channel sits in that remainder. Even rounding matters: with $C=3.03$ the formula gives $3.03\times3.45/0.42=24.89$.

### The factor of eight

Hold $C_{ox}$ fixed and differentiate $1/C_q=1/C-1/C_{ox}$:

$$-\frac{dC_q}{C_q^2}=-\frac{dC}{C^2}.$$

Multiply both sides by $-C_q$ and split off one factor $1/C$ on the right:

$$\frac{dC_q}{C_q}=\frac{C_q}{C}\,\frac{dC}{C}.$$

The multiplier is the ratio of what you want to what you measure. From the series law multiplied by $C_q$,

$$S=\frac{C_q}{C}=1+\frac{C_q}{C_{ox}}=1+\frac{25}{3.45}=1+7.246=8.246.$$

An error of one percent in $C$ thus becomes about 8.2 percent in $C_q$, to first order.

This also settles how to treat the two appearances of $C$. If $C$ rises by one percent, the numerator rises by one percent. The denominator falls by $0.030316$, which is 7.246 percent of $0.4184$. Both changes raise the quotient, so they add: $1+7.246=8.246$. A root of squares would be wrong here, because it applies to independent errors, and these two are the same error seen twice.

The limits of $S$ are easy to read. If $C_q\ll C_{ox}$, the channel dominates the total, $C\approx C_q$, and $S\to1$: nothing is amplified. If $C_q\gg C_{ox}$, the channel is a small correction to the oxide and $S\approx C_q/C_{ox}$ grows without limit. At fixed $C_q$, the part $C_q/C_{ox}$ is proportional to the oxide thickness. Halving the thickness would lower $S$ to $1+3.623=4.62$, and doubling it would raise $S$ to $1+14.49=15.5$.

### One percent is not quite infinitesimal

Let the measured total be $C(1+x)$. The extraction then returns

$$C_q'=\frac{C(1+x)\,C_{ox}}{C_{ox}-C-xC}.$$

Divide numerator and denominator by $C_{ox}-C$. The numerator becomes $C_q(1+x)$, and in the denominator $C/(C_{ox}-C)=C_q/C_{ox}$ by the extraction formula. Hence

$$\frac{C_q'}{C_q}=\frac{1+x}{1-x\,C_q/C_{ox}}.$$

For the two signs of a one percent error,

$$x=+0.01:\quad\frac{1.01}{1-0.07246}=1.0889,\qquad
x=-0.01:\quad\frac{0.99}{1+0.07246}=0.9231.$$

The extracted value is 27.2 µF/cm² in the first case and 23.1 µF/cm² in the second, changes of $+8.9$ and $-7.7$ percent. "About eight percent" is the first-order value lying between them.

The asymmetry has a consequence for repeated measurements. With $a=C_q/C_{ox}$, the expansion for small $ax$ is

$$\frac{1+x}{1-ax}=(1+x)(1+ax+a^2x^2+\dots)=1+(1+a)x+a(1+a)x^2+\dots$$

Errors of zero mean cancel in the linear term but not in the quadratic one. For a root-mean-square error of one percent, the quadratic term is $7.246\times8.246\times10^{-4}=0.006$, so the average of many extracted values lies about 0.6 percent too high. Averaging the readings of $C$ first, and extracting once, reduces this bias.

The formula also shows where extraction fails. The denominator vanishes at $x=C_{ox}/C_q=3.45/25=0.138$. A total that reads 13.8 percent high equals $C_{ox}$, and the channel then seems to have infinite capacitance. Beyond that point the result is negative. In the other direction, knowing $C_q$ to one percent requires knowing $C$ to $1/8.246=0.121$ percent, if $C_{ox}$ is known perfectly.

### The oxide capacitance is not known perfectly

Now let both inputs vary:

$$-\frac{dC_q}{C_q^2}=-\frac{dC}{C^2}+\frac{dC_{ox}}{C_{ox}^2}
\quad\Longrightarrow\quad
\frac{dC_q}{C_q}=\frac{C_q}{C}\frac{dC}{C}-\frac{C_q}{C_{ox}}\frac{dC_{ox}}{C_{ox}}.$$

The oxide error enters with the factor $-7.246$. For finite errors of $+1$ and $-1$ percent in $C_{ox}$, the extracted value changes by $-6.7$ and $+7.9$ percent. For 1 nm of silicon dioxide, one percent of the thickness is 0.01 nm. For a layer of permittivity 20 with the same capacitance it is 0.05 nm, and the permittivity must be known as precisely. Both lengths are well below an atomic spacing, so a thickness measurement is a poor source for $C_{ox}$ here.

If the two inputs have independent errors of equal relative size, the root of squares is the right rule, and for small errors the multiplier is

$$\sqrt{8.246^2+7.246^2}=10.98.$$

A shared error behaves differently. Suppose both capacitances were divided by the same wrong gate area, so that both are one percent high. The factors combine to $8.246-7.246=1$, and $C_q$ is one percent high as well. This holds for any size of error: replacing $C$ and $C_{ox}$ by $\lambda C$ and $\lambda C_{ox}$ in the extraction formula multiplies the result by $\lambda$. If $C$ and $C_{ox}$ can be measured with the same area and the same instrument scale, that part of the error escapes amplification in the two-capacitor model.

### What a real silicon channel adds

The numbers describe the regime of a thin silicon (100) film under a high-permittivity gate oxide. I take $10^{13}$ electrons per cm², a strongly filled channel, and a film 3 nm thick. Of the effects I have sized, the largest comes from the thickness of the channel, which the sheet model neglects.

Electrons sit at some depth behind the oxide interface. When charge is added, the potential between the interface and the electrons changes, and the subband edge moves relative to the interface. This adds a third series term:

$$\frac1C=\frac1{C_{ox}}+\frac1{C_q}+\frac1{C_{shape}},\qquad \frac1{C_{shape}}=\frac{dE_1}{dn},$$

where $E_1$ is the subband edge measured from the electron's potential energy at the interface.

At low density it can be found by hand. Let the film have hard walls at $z=0$ and $z=L$, and no field at its back. The lowest state has probability density $(2/L)\sin^2(\pi z/L)$. The fraction of charge between the interface and $z=uL$ is $F=u-\sin(2\pi u)/(2\pi)$. The field at $z$ comes from the charge lying deeper, so the potential energy $U$ obeys $U'=(4\pi n/\varepsilon_s)(1-F)$, with $U(0)=0$ and $\varepsilon_s$ the permittivity of silicon. First-order perturbation theory gives the shift of $E_1$ as the mean of $U$. Integrate by parts; the boundary term $-(1-F)U$ vanishes at both walls:

$$\int_0^L F'U\,dz=\int_0^L(1-F)U'\,dz=\frac{4\pi n}{\varepsilon_s}\,d,\qquad d=\int_0^L(1-F)^2dz.$$

With $1-F=(1-u)+\sin(2\pi u)/(2\pi)$, the square has three terms, whose integrals over $u$ are

$$\frac dL=\frac13+\frac1{2\pi^2}+\frac1{8\pi^2}=\frac13+\frac5{8\pi^2}=0.397.$$

For $L=3$ nm, $d=1.19$ nm. With the model input $\varepsilon_s=11.7$ (silicon is near 12), $C_{shape}=\varepsilon_s/(4\pi d)=8.7$ µF/cm². A self-consistent mean-field calculation for the same film at $10^{13}$ cm⁻² gives 12.4 µF/cm². With a frozen charge profile, $E_1$ would be linear in $n$ and $C_{shape}$ would stay at 8.7, so the rise comes from the profile changing as the field pulls the electrons towards the gate.

Either value is smaller than $C_q$, so this is no small correction. With $C_q=25$ and the self-consistent shape term, the total falls from 3.03 to 2.43 µF/cm². The two-capacitor formula applied to the unrounded total returns about 8.3 µF/cm², a third of the true $C_q$. What it extracts is the series combination of $C_q$ and $C_{shape}$, the capacitance of the channel as a whole.

To isolate $C_q$ one must subtract $1/C_{shape}$ too, and that needs a calculation of the charge profile. Differentiating as before, with the other terms fixed, the multiplier is again $C_q/C$, now $25/2.43=10.3$. An error in the calculated $C_{shape}$ enters with the factor $-C_q/C_{shape}=-25/12.4\approx-2$. An error shared by $C$ and $C_{ox}$ no longer escapes amplification, because the calculated $C_{shape}$ does not share it: its factor is $C_q/C-C_q/C_{ox}=1+C_q/C_{shape}\approx3$. The factor of eight thus belongs to a channel whose thickness can be neglected; in this film the amplification is stronger.

The other effects I have sized are smaller for these numbers. The estimates for traps and leakage start from the sheet model with $C=3.03$ µF/cm²:

- **Temperature and higher subbands.** Here $E_F=0.063$ eV, and $kT$ is about 0.026 eV at 300 K. The thermal formula lowers $C_q$ from 25.4 to 23.2 µF/cm². Including five subbands, with the silicon masses and the self-consistent potential held fixed, brings it back to 25.3. The near cancellation belongs to this density and this film.
- **Interface traps.** Traps that follow the measuring signal respond to the potential at the interface. In the sheet model this is also the potential of the channel, so they add in parallel to $C_q$. A rough density of $10^{12}$ per eV and cm² adds 0.16 µF/cm², or 0.64 percent. In the 3 nm film they lie instead in parallel with the series combination of $C_q$ and $C_{shape}$, which is 8.3 µF/cm². They raise it by $0.16/8.3$, or 1.9 percent, and subtracting $1/C_{shape}$ multiplies this by $25/8.3\approx3$, so the extracted $C_q$ is about 6 percent too high. At low electron density, where $C_q$ is small, the same traps weigh more.
- **Leakage and series resistance.** Let a leakage conductance $g$ lie in parallel with $C$, and a resistance $r$ in series with both. With $y=g+i\omega C$ the admittance is $y/(1+ry)$, whose imaginary part is $\omega C/|1+ry|^2$. The apparent capacitance is therefore $C/[(1+rg)^2+(\omega rC)^2]$. For rough values $g=1$ S/cm² and $r=10^{-4}$ Ω cm² at 1 MHz, $rg=10^{-4}$ lowers $C$ by 0.02 percent, and the multiplier turns this into $-0.17$ percent in $C_q$. A leakier oxide would need this estimate again, and so would a longer gate. For a channel of sheet resistance $R_s$ contacted at both ends of a gate of length $L_g$, $r\approx R_sL_g^2/12$. With a mobility of 200 cm²/Vs at this density, $R_s\approx3$ kΩ, so $10^{-4}$ Ω cm² belongs to a gate about 6 µm long. At 30 µm the extracted $C_q$ is about 5 percent low at 1 MHz, and at 100 µm it is low by more than half.
- **Breakdown.** A layer of permittivity 20 with 1 nm equivalent thickness is 5.13 nm thick. At this density its field is 0.9 MV/cm, below a rough breakdown field of 4 MV/cm. If part of the stack is silicon dioxide, the field there is higher by the permittivity ratio of 5.13, about 4.6 MV/cm, and must be judged by that material's own limit.

These estimates leave out exchange and correlation between the electrons, the nonparabolicity of the silicon band, image forces, penetration of the electrons into the oxide, and screening inside the gate metal. Exchange alone is not small. In an ideally thin sheet at zero temperature it adds $-2k_F/(\pi\varepsilon_s)$ to $\mu$, which at this density lowers $d\mu/dn$ by about 35 percent. With the charge spread over the film as above, the reduction is about 22 percent, and $C_q$ would rise from the silicon value of 25.4 to about 33 µF/cm². Temperature and correlation change this figure, and I have not sized them. Nonparabolicity acts in the same direction: the electrons carry about 0.055 eV of confinement energy and about 0.06 eV of filling energy, and with a rough coefficient of 0.5 per eV the zero-temperature $C_q$ of the lowest subband rises from 25.4 to about 28 µF/cm². Image forces, penetration and gate screening I have not sized. The value 25 is therefore the density-of-states part of the channel's response, not a prediction for a real film. The numerical output below lists the main values used here; the exchange, nonparabolicity and gate-length estimates are not among them.

For your exercise, the answer is $C_q=CC_{ox}/(C_{ox}-C)$ with $C=3.03$ µF/cm² and the multiplier $1+25/3.45\approx8.2$. Write down with it that the channel is treated as a thin sheet and that $C_{ox}$ is held fixed.

## Numbers as computed

```
input quantum capacitance: 25 uF/cm2
input oxide capacitance: 3.45 uF/cm2
quantum capacitance as density of states: 1.56e+14 1/(eV cm2)
silicon in-plane mass, rough: 0.19 electron masses
silicon out-of-plane mass, rough: 0.916 electron masses
silicon lowest-valley C_q at 0 K: 25.43 uF/cm2
state count / density-of-states formula: 1.0001
oxide capacitance at 1 nm EOT: 3.453 uF/cm2
300 K test: total C from definition: 2.999 uF/cm2
300 K test: C_q extracted: 22.94 uF/cm2
300 K test: C_q from Fermi formula: 22.94 uF/cm2
total capacitance: 3.0316 uF/cm2
difference C_ox - C: 0.4184 uF/cm2
C_q from total rounded to 2 decimals: 24.89 uF/cm2
error multiplier for C: 8.246
error multiplier for C, numerical: 8.246
error multiplier for C_ox, numerical: -7.246
C_q after +1 % in C: 27.22 uF/cm2
C_q after -1 % in C: 23.08 uF/cm2
C_q change for +1 % in C: 8.89 %
C_q change for -1 % in C: -7.69 %
C_q change for +1 % in C_ox: -6.69 %
C_q change for -1 % in C_ox: 7.9 %
C_q change for +1 % in both: 1 %
multiplier for equal independent errors: 10.98
same multiplier from random errors: 10.99
error in C at which extraction diverges: 13.8 %
error in C allowed for 1 % in C_q: 0.121 %
sheet density: 1e+13 1/cm2
sheet charge: 1.6 uC/cm2
film thickness: 3 nm
silicon relative permittivity, rough: 11.7
low-density effective distance d: 1.19 nm
shape capacitance, low density: 8.71 uF/cm2
shape capacitance at sheet density: 12.4 uF/cm2
total capacitance with shape term: 2.43 uF/cm2
two-element result with shape term: 8.27 uF/cm2
C multiplier after shape correction: 10.3
Fermi energy at 0 K: 0.063 eV
gap to second subband: 0.133 eV
gap to fourfold valleys: 0.181 eV
C_q at 300 K, one subband: 23.2 uF/cm2
C_q at 300 K, five subbands: 25.3 uF/cm2
trap density, rough: 1e+12 1/(eV cm2)
trap capacitance: 0.16 uF/cm2
C_q change from traps: 0.64 %
leakage conductance, rough: 1 S/cm2
series resistance times area, rough: 0.0001 ohm cm2
measuring frequency: 1e+06 Hz
C_q change from leakage and resistance: -0.17 %
high-k relative permittivity, rough: 20
high-k thickness: 5.13 nm
high-k field: 0.9 MV/cm
high-k breakdown field, rough: 4 MV/cm
```
